# Uhrig's pulse times: order of cancellation and the need for a cutoff

Anyone who calculates the coherence of a spin under a train of $N$ refocusing pulses must first decide where to put the pulses. Two natural choices are equal spacing and the times

$$t_j=T\delta_j,\qquad \delta_j=\sin^2\frac{j\pi}{2N+2},\qquad j=1,\dots,N, \tag{1}$$

found by Uhrig. The right choice depends on how the noise spectrum falls off at high frequency, so a model spectrum that is adequate for other purposes can reverse the ranking.

Take pure dephasing, $H=\tfrac12\beta(t)\sigma_z$ in the rotating frame, with $\hbar=1$. The noise $\beta$ is Gaussian, stationary and of zero mean, with correlation function $C(t)=\langle\beta(0)\beta(t)\rangle$ and even spectrum $S(\omega)=\int C(t)e^{i\omega t}dt$. The pulses are ideal, instantaneous $\pi$ rotations. Each one exchanges the two spin states and so reverses the sign with which later noise enters the phase. The accumulated phase is therefore $\varphi=\int_0^T y(t)\beta(t)\,dt$, where $y$ starts at $+1$ and changes sign at every pulse. Since $\varphi$ is Gaussian, the remaining coherence is $W=\langle e^{-i\varphi}\rangle=e^{-\chi}$ with

$$\chi=\frac12\langle\varphi^2\rangle=\frac12\int_0^T\!\!\int_0^T y(t)y(t')C(t-t')\,dt\,dt'. \tag{2}$$

Inserting $C(t)=\int S(\omega)e^{-i\omega t}d\omega/2\pi$ turns the double integral into $\int S\,|\int_0^T y\,e^{i\omega t}dt|^2d\omega/2\pi$. The integrand is even, so the factor $\tfrac12$ is absorbed by integrating over positive frequencies alone:

$$\chi=\int_0^\infty\frac{d\omega}{2\pi}\,S(\omega)\frac{|f(\omega T)|^2}{\omega^2},\qquad f(z)=-i\omega\int_0^T y(t)e^{i\omega t}dt,\quad z=\omega T. \tag{3}$$

On the segment between pulses $j$ and $j+1$ (with $\delta_0=0$, $\delta_{N+1}=1$) $y=(-1)^j$, and the integral there is $(-1)^j(e^{iz\delta_{j+1}}-e^{iz\delta_j})/(i\omega)$. The prefactor $-i\omega$ turns $1/(i\omega)$ into $-1$. Each inner time belongs to two segments, which contribute equally, so

$$f(z)=1+(-1)^{N+1}e^{iz}+2\sum_{j=1}^N(-1)^je^{iz\delta_j}. \tag{4}$$

With $s=t/T$, expansion of the exponential in (3) gives the equivalent form

$$f(z)=-i\sum_{k\ge0}\frac{i^k z^{k+1}}{k!}M_k,\qquad M_k=\int_0^1 y\,s^k\,ds. \tag{5}$$

Order zero is absent for any sequence. Cancelling orders $1$ to $N$ means $M_0=\dots=M_{N-1}=0$: $N$ conditions for $N$ pulse times.

To see that (1) satisfies them, set $\theta_j=j\pi/(N+1)$, so that $\delta_j=(1-\cos\theta_j)/2$. Because the cosine is even, the factor 2 in (4) can be replaced by a sum over $j$ and $-j$. The term $j=0$ supplies the $1$, and $j=-N-1$, where the cosine is $-1$, supplies the term in $e^{iz}$:

$$f(z)=e^{iz/2}\sum_{j=-N-1}^{N}(-1)^j e^{-i(z/2)\cos\theta_j}. \tag{6}$$

The power $z^m$ in the sum carries the factor $\sum_j(-1)^j\cos^m\theta_j$. Here $(-1)^j=e^{i(N+1)\theta_j}$, and $\cos^m\theta$ is a combination of harmonics $e^{ik\theta}$ with $|k|\le m$. What is needed is thus $\sum_j e^{iq\theta_j}$ with $q=N+1+k$. This is a geometric sum of $2N+2$ terms with ratio $r=e^{iq\pi/(N+1)}$. Since $r^{2N+2}=1$, it vanishes unless $r=1$, that is, unless $q$ is a multiple of $2N+2$. Then $k$ is an odd multiple of $N+1$, which is impossible for $m\le N$. All powers up to $z^N$ vanish, and the factor $e^{iz/2}$ cannot bring them back.

The same orthogonality gives the whole function. Use $e^{-ix\cos\theta}=\sum_k(-i)^kJ_k(x)e^{ik\theta}$ with $x=z/2$. Only $k=\pm m$ with $m=(2l+1)(N+1)$ survive, each with weight $2N+2$, and the two signs contribute equally because $(-i)^{-m}J_{-m}=i^m(-1)^mJ_m=(-i)^mJ_m$. Hence

$$f(z)=4(N+1)e^{iz/2}\sum_{l=0}^\infty(-i)^mJ_m(z/2),\qquad m=(2l+1)(N+1). \tag{7}$$

For small argument $J_{N+1}(z/2)\to(z/4)^{N+1}/(N+1)!$, so

$$f(z)\to\frac{4(-i)^{N+1}}{N!}\left(\frac z4\right)^{N+1}. \tag{8}$$

Comparison with the term $k=N$ of (5) gives $M_N=(-1)^N4^{-N}$, which is not zero. For $N=6$ it is $2.44\times10^{-4}$.

No other $N$-pulse sequence cancels as many orders. Suppose $y$ and $\tilde y$ both satisfy the $N$ conditions, and let $y$ be the one whose first pulse comes no later. Their difference $d=y-\tilde y$ vanishes on the first segment of $y$. On each of the other $N$ segments it is either zero or has the sign of $y$, so it changes sign at most $N-1$ times. A polynomial $P$ of degree at most $N-1$ can be chosen to change sign at the same places. Then $dP$ never changes sign, yet $\int dP\,ds=0$ by the moment conditions, so $d=0$ apart from isolated points. Uhrig's sequence is therefore unique, and since its $M_N$ is nonzero, $N$ pulses cannot cancel order $N+1$ as well.

For equal spacing take the Carr–Purcell–Meiboom–Gill (CPMG) times $\delta_j=(j-\tfrac12)/N$, with half intervals at the ends. With $q=e^{iz/N}$ the sum in (4) is geometric:

$$2q^{-1/2}\sum_{j=1}^N(-q)^j=-\frac{2q^{1/2}}{1+q}\bigl[1-(-1)^Ne^{iz}\bigr]=-\frac{1-(-1)^Ne^{iz}}{\cos(z/2N)}.$$

Adding the two end terms of (4) gives

$$f_{\rm CPMG}(z)=\bigl[1-(-1)^Ne^{iz}\bigr]\left[1-\frac1{\cos(z/2N)}\right]. \tag{9}$$

The second bracket tends to $-z^2/(8N^2)$. The modulus of the first tends to $z$ for even $N$ and to 2 for odd $N$. Thus $|f|\to z^3/(8N^2)$ or $z^2/(4N^2)$: among even $N$, or among odd $N$, more pulses reduce the coefficient but leave the order unchanged. For $N=1$ and 2 the two sequences coincide, so the comparison concerns $N\ge3$.

A high order at small $z$ helps only to the extent that small $z$ matters in the integral (3). Let $|f|\sim c\,z^n$, with $n=N+1$ for Uhrig and $n=3$ or 2 for CPMG with even or odd $N$. Let $S$ be bounded, with $S\to A\omega^{-p}$ at high frequency and $p>1$, so that the noise variance is finite. Substituting $\omega=z/T$ gives

$$\chi=T\int_0^\infty\frac{dz}{2\pi}\,S(z/T)\frac{|f(z)|^2}{z^2}. \tag{10}$$

As $T\to0$ with the pattern fixed, $T^{-p}S(z/T)\to Az^{-p}$, and it stays below a constant times $z^{-p}$. If $p<2n-1$, the function $|f|^2z^{-p-2}$ is integrable at $z=0$, and it is integrable at large $z$ because $f$ is bounded. Dominated convergence then allows the limit under the integral:

$$\chi\to A\,T^{p+1}\int_0^\infty\frac{dz}{2\pi}\frac{|f(z)|^2}{z^{p+2}}\qquad(p<2n-1). \tag{11}$$

The power of $T$ belongs to the noise, and the sequence enters through the prefactor alone. If $p>2n-1$, use instead that $|f(z)|$ stays below a constant times $z^n$ for all $z$. The limit can then be taken in (3):

$$\chi\to c^2T^{2n}\int_0^\infty\frac{d\omega}{2\pi}S(\omega)\,\omega^{2n-2}\qquad(p>2n-1). \tag{12}$$

At $p=2n-1$ the frequencies between the noise cutoff and $1/T$ contribute $\int d\omega/\omega$, which gives $T^{2n}\ln(1/T)$.

This fixes how steep the tail must be. Uhrig's sequence gains a power of $T$ over CPMG only if the tail is steeper than $\omega^{-5}$ for even $N\ge4$, or $\omega^{-3}$ for odd $N\ge3$; exactly at these borders it gains a logarithm. To obtain its full order $T^{2N+2}$, the tail must be steeper than $\omega^{-(2N+1)}$. If this is to hold for every $N$, the spectrum must fall faster than any power. A discontinuous edge is not required, and an exponential cutoff is enough. Numerically, for $N=4$, the short-time exponents of Uhrig and CPMG are 3 and 3 for $\omega^{-2}$, 5 and 5 for $\omega^{-4}$, 9 and 6 for $\omega^{-8}$, and 10 and 6 for an exponential cutoff. For $N=3$ and $\omega^{-4}$ they are 5 and 4, as the lower threshold for odd $N$ requires.

In the extreme case of white noise, $C(t)=S\,\delta(t)$, equation (2) gives $\chi=ST/2$ for every sequence, since $y^2=1$. No placement of ideal pulses then helps.

The tail $\omega^{-2}$ can be settled completely at short times. By (11) only the amplitude of the tail then matters, so one example suffices: exponentially correlated noise, $C(t)=\sigma^2e^{-\omega_c|t|}$, with the Lorentzian spectrum $S=2\sigma^2\omega_c/(\omega^2+\omega_c^2)$. Define $F(t)=\int_0^ty\,dt'$. For $\omega_cT\ll1$ insert $C\approx\sigma^2(1-\omega_c|t-t'|)$ into (2). The constant part gives $\tfrac12\sigma^2F(T)^2$, which for a fixed pattern scales as $T^2$, so a good sequence needs $F(T)=0$. For the linear part write, with the unit step $\Theta$,

$$|t-t'|=\int_0^T\bigl[\Theta(t-s)+\Theta(t'-s)-2\Theta(t-s)\Theta(t'-s)\bigr]ds.$$

After multiplication by $y(t)y(t')$ and integration, the first two terms contain the factor $F(T)=0$. The third gives $-2\int_0^T[F(T)-F(s)]^2ds=-2\int_0^TF^2ds$. The prefactor $-\tfrac12\sigma^2\omega_c$ then yields

$$\chi\to\sigma^2\omega_c\int_0^TF(t)^2dt. \tag{13}$$

The function $F$ is a zigzag of slope $\pm1$ that turns at the pulses. An inner segment of length $L$ with midpoint value $\mu$ contributes $\mu^2L+L^3/12\ge L^3/12$. An end segment has $F=0$ at one end and contributes $L^3/3$. Let $x=L$ with weight $w=1$ for inner segments, and $x=2L$ with $w=\tfrac12$ for the two end segments. Every lower bound then reads $wx^3/12$, while $\sum w=N$ and $\sum wx=T$. Since $x^3$ is convex for $x\ge0$, Jensen's inequality gives

$$\int_0^TF^2dt\ \ge\ \frac1{12}\sum wx^3\ \ge\ \frac{N}{12}\left(\frac TN\right)^3=\frac{T^3}{12N^2}. \tag{14}$$

Equality requires all $x$ to be equal, which is the CPMG spacing. In that sequence $F$ swings between $\pm T/2N$, every inner midpoint value is zero, and the bound is reached. Among fixed patterns of $N$ pulses, CPMG is thus the short-time optimum for this tail.

Uhrig's value follows with $a=\pi/(2N+2)$, $\theta_j=2ja$ and $T=1$. The segment lengths are $(\cos\theta_j-\cos\theta_{j+1})/2=\sin a\,\sin(2j+1)a$. Because $2\cos a\,\sin(2r+1)a=\sin(2r+2)a+\sin2ra$, their alternating sum telescopes, and the turning values are

$$F_j=\tfrac12(-1)^{j-1}\tan a\,\sin2ja.$$

Neighbouring turning values have opposite signs, so a segment contributes $(|F_j|^3+|F_{j+1}|^3)/3$, and every turning value is counted twice:

$$\int_0^1F^2dt=\frac23\sum_{j=1}^N|F_j|^3=\frac{\tan^3a}{12}\sum_{j=1}^N\sin^32ja.$$

Now use $\sin^3u=(3\sin u-\sin3u)/4$. For odd $q$, $2\sin qa\,\sin2qja=\cos(2j-1)qa-\cos(2j+1)qa$ telescopes to $\cos qa-\cos(2N+1)qa$. Since $(2N+2)a=\pi$, this is $2\cos qa$, and therefore $\sum_j\sin2qja=\cot qa$. With $q=1$ and 3, and $T$ restored,

$$\int_0^TF^2dt=\frac{T^3\tan^3a}{48}\,(3\cot a-\cot3a). \tag{15}$$

For large $N$, $a\to\pi/2N$ and the bracket tends to $8/(3a)$. The result becomes $T^3a^2/18=\pi^2T^3/(72N^2)$, which is $\pi^2/6\approx1.645$ times the CPMG value. For $N=200$ the ratio is 1.629.

For a numerical case take $\sigma=\omega_c=1$ rad/µs and $T=4$ µs; microseconds suit these parameters better than atomic units. Compare the Lorentzian with a flat spectrum that ends at $\omega_c$. Equal variance requires $S=\pi\sigma^2/\omega_c$ below the edge, since $\int_{-\omega_c}^{\omega_c}S\,d\omega/2\pi=\sigma^2$. For $N=6$ Uhrig's pulses lie at 0.198, 0.753, 1.555, 2.445, 3.247 and 3.802 µs, crowded towards the ends. The CPMG pulses run from 0.333 to 3.667 µs in steps of 0.667 µs.

For the hard edge, (12) with $c=4^{-N}/N!$ gives

$$\chi\approx\frac{16}{(6!)^2}\left(\frac T4\right)^{14}\frac{\sigma^2\omega_c^{12}}{2\cdot13}=\frac{16}{518400\times26}=1.19\times10^{-6}.$$

The full integral is $9.55\times10^{-7}$, which is 0.80 times this estimate. The reduction comes mainly from the next term of the Bessel function. It multiplies $|f|^2$ by about $1-u^2/4$ with $u=\omega T/4$, and the average of $u^2$ with weight $u^{12}$ up to $u=1$ is $13/15$, which gives 0.78; the terms after it raise this to 0.80. CPMG has $\chi=1.90\times10^{-3}$, about 2000 times Uhrig's value.

For the Lorentzian the ranking is reversed: $\chi=0.176$ for Uhrig and 0.139 for CPMG, so the coherences are 0.839 and 0.870. A stochastic simulation of the spin with explicit pulses gives $0.838\pm0.002$ and $0.870\pm0.001$. The short-time law (13), with equality in (14), would give $64/432=0.148$ for CPMG, 7% above the full value, although $\omega_cT=4$ is not small.

Adding pulses sharpens the contrast. From $N=4$ to 8 at the hard edge, Uhrig's $\chi$ falls from $1.2\times10^{-3}$ to $2.4\times10^{-10}$, and that of CPMG from $1.0\times10^{-2}$ to $5.9\times10^{-4}$. For the Lorentzian the corresponding falls are from 0.336 to 0.107 and from 0.290 to 0.080.

For power-law tails with $p<5$ and even $N\ge4$, the prefactor in (11) decides the ranking at short times. For $N=6$ its ratio, Uhrig over CPMG, is 1.27 for $\omega^{-2}$, 1.34 for $\omega^{-3}$ and 0.74 for $\omega^{-4}$. It does not vary monotonically, and it passes through 1 at $p\approx3.73$. At short times a moderately steep tail can thus favour Uhrig's sequence, but for even $N\ge4$ and $p<5$ the ratio of the two $\chi$ tends to a constant as $T\to0$; only from $p=5$ on does Uhrig's advantage grow without limit. For odd $N\ge3$ this border lies at $p=3$.

A sharp cutoff is not sufficient either. The leading term of (7) is small while $z/2$ is well below $N+1$, which for $N=6$ means $z$ well below 14. The CPMG filter (9) has its first strong passband near $z=\pi N\approx19$, where the cosine vanishes. Uhrig's filter is flatter at the origin but rises earlier. With the hard edge and $N=6$, the two values of $\chi$ become equal at $T\approx9.2$ µs, where both are 0.040; just beyond this duration CPMG is the better choice. Of the two sequences, Uhrig's is therefore the better one when the spectrum ends sharply and $\omega_cT$ lies well inside the flat part of the filter. It does not minimise $\chi$ for a known spectrum, however. Times tuned to the spectrum and to $T$ give up the exact cancellation at $z=0$ to suppress the whole noise band. For the hard edge with $N=6$ and $T=4$ µs, shifts of at most 0.02 µs lower $\chi$ from $9.55\times10^{-7}$ to about $6\times10^{-9}$. With a more gradual cutoff, even an exponential one, the tail can still decide the ranking at finite $T$. For $S\propto e^{-|\omega|/\omega_c}$ with the same variance and $N=6$, CPMG is already ahead before $T=2$ µs, and at $T=4$ µs it has $\chi=0.051$ against 0.092. In such cases (3) should be evaluated for both sequences. For a Lorentzian tail at short times, equal spacing is the right choice. These conclusions hold within this model of Gaussian dephasing and ideal pulses. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
noise amplitude sigma = 1.0 rad/us
cutoff rate omega_c = 1.0 rad/us
duration T = 4.0 us
Uhrig pulse times, N=6 (us): 0.1981 0.7530 1.5550 2.4450 3.2470 3.8019
CPMG pulse times, N=6 (us): 0.3333 1.0000 1.6667 2.3333 3.0000 3.6667
largest |f(quadrature)-f(Bessel)| = 4.3e-14
ordered solutions found, N=4: 84, all Uhrig
first nonzero moment, N=6: Uhrig k=6, value 2.4414e-04
first nonzero moment, N=6: CPMG k=2, value 6.9444e-03
short-time exponent of chi in T (Uhrig, CPMG):
  N=3, tail omega^-2: 3.000, 3.000
  N=3, tail omega^-4: 5.000, 4.000
  N=4, tail omega^-2: 3.000, 3.000
  N=4, tail omega^-4: 5.000, 5.000
  N=4, tail omega^-8: 9.000, 6.000
  N=4, tail omega^-12: 10.000, 6.000
  N=4, exponential cutoff: 10.000, 6.000
chi at T: hard Uhrig, hard CPMG, Lorentz Uhrig, Lorentz CPMG
  N=2: 2.7957e-01  2.7957e-01  8.3203e-01  8.3203e-01
  N=4: 1.1731e-03  1.0414e-02  3.3588e-01  2.9049e-01
  N=6: 9.5497e-07  1.9023e-03  1.7573e-01  1.3908e-01
  N=8: 2.4190e-10  5.8619e-04  1.0721e-01  8.0391e-02
hard edge, N=6, leading law for Uhrig chi: 1.1871e-06
hard edge, N=6, 1-W: Uhrig 9.550e-07, CPMG 1.900e-03
Lorentzian, N=6, W: Uhrig 0.8388, CPMG 0.8702
  simulated W, Uhrig: 0.8379 +- 0.0015
  simulated W, CPMG: 0.8696 +- 0.0012
hard edge, N=6, chi ratio CPMG/Uhrig: 1992.0
Lorentzian, N=6, chi ratio Uhrig/CPMG: 1.2635
short-time prefactor ratio Uhrig/CPMG, N=6:
  tail omega^-2: 1.2724
  tail omega^-3: 1.3433
  tail omega^-4: 0.7360
tail exponent of equal prefactors, N=6: 3.727
tail omega^-2, ratio at N=200: 1.6287; pi^2/6 = 1.6449
least cost found, N=5, over CPMG cost: 1.000000
hard edge, N=6, equal chi at T = 9.155 us
  chi there: 0.0402
```
